\section*{Steady ionic current through identical hopping barriers in a thin oxide, part 2}

Ionic defects of charge $q$ cross an oxide film of thickness $L=2aN$ by thermally activated hops between neighbouring planes $k=0,\ldots,N$ at $x_k=2ak$. A uniform field has the component $E$ along $x$; $q$ and $E$ carry their signs. Plane $k$ holds $n_k$ defects per unit area, and fast interfacial reactions fix $n_0$ and $n_N$. The defects are dilute: site blocking and their own space charge are neglected. Fluxes count particles per unit area and time, positive towards increasing $x$.

At zero field every barrier has height $W$. With barrier tops fixed midway between planes, the forward and backward climbs are $W-qEa$ and $W+qEa$. With attempt frequency $\nu$ in one direction and temperature $T$,
\begin{equation}
R=\nu e^{-W/k_BT},\qquad \gamma=\frac{qEa}{k_BT},
\label{eq:def}
\end{equation}
and the flux from plane $k-1$ to plane $k$ is
\begin{equation}
J_k=R\left(n_{k-1}e^{\gamma}-n_ke^{-\gamma}\right).
\label{eq:hop}
\end{equation}
The balance equations for the interior planes are $dn_k/dt=J_k-J_{k+1}$. In the steady state all $J_k$ equal $J$, which gives a recursion for $n_k$. Summing it yields
\begin{equation}
\boxed{J=2R\sinh\gamma\,
\frac{n_0-n_Ne^{-2N\gamma}}{1-e^{-2N\gamma}} .}
\label{eq:main}
\end{equation}
The flux vanishes when
\begin{equation}
\frac{n_N}{n_0}=e^{2N\gamma}=e^{qEL/k_BT}.
\label{eq:equil}
\end{equation}
If $\gamma>0$, $e^{-2N\gamma}\ll1$ and $n_Ne^{-2N\gamma}\ll n_0$, then
\begin{equation}
J\simeq2Rn_0\sinh\gamma .
\label{eq:sat}
\end{equation}
Part (d) showed that for $\gamma>0$ and a large total drop $2N\gamma$, most of the density change lies near plane $N$. For the same end densities, the continuum drift-diffusion flux $J_{\rm cont}$ satisfies $J/J_{\rm cont}=\sinh\gamma/\gamma$.

Disturbances of the steady state decay at the rates
\begin{equation}
\lambda_j=2R\left[\cosh\gamma-\cos\frac{\pi j}{N}\right],
\qquad j=1,\ldots,N-1.
\label{eq:lambda}
\end{equation}
The slowest is $\lambda_1$. The transit time of a defect is $N/(2R\sinh\gamma)$ for $\gamma>0$. For $2N\gamma\gg1$, the steady flux may be used at each thickness of a growing film if both this time and $1/\lambda_1$ are short compared with the time in which the thickness changes appreciably.

\subsection*{(h) A sinusoidal barrier}

\textit{A field also shifts the wells and tops of a smooth barrier. Find this correction for a sinusoidal energy.}

\textbf{Solution.} Near one well take
\begin{equation}
U(x)=-\frac W2\cos\frac{\pi x}{a}-Fx,\qquad F=qE .
\end{equation}
Extrema obey $\sin(\pi x/a)=s$, where
\begin{equation}
s=\frac{2aF}{\pi W},\qquad |s|<1 .
\end{equation}
The well is at $x_1=(a/\pi)\arcsin s$, and the next top is at $a-x_1$. The cosines there are $\sqrt{1-s^2}$ and $-\sqrt{1-s^2}$. The forward climb is therefore
\begin{align}
\Delta U_+&=W\sqrt{1-s^2}-F(a-2x_1)\nonumber\\
&=W\left[\sqrt{1-s^2}+s\arcsin s\right]-qEa ,
\label{eq:sin}
\end{align}
since $2Fx_1=(2aF/\pi)\arcsin s=Ws\arcsin s$. The preceding top is at $-a-x_1$, so the backward climb has $+F(a+2x_1)$ and differs from \eqref{eq:sin} by the sign of $qEa$ alone.

The bracket in \eqref{eq:sin} multiplies $W$ in both directions. The curvature of the well is proportional to $\sqrt{1-s^2}$, and a harmonic attempt frequency is proportional to the square root of the curvature. Thus $R$ is replaced by
\begin{equation}
R_E=R(1-s^2)^{1/4}
\exp\left\{-\frac{W}{k_BT}\left[\sqrt{1-s^2}+s\arcsin s-1\right]\right\}.
\end{equation}
The recursion is otherwise unchanged, so \eqref{eq:main} survives with $R_E$. For small $s$ the last bracket is $-s^2/2+s^2=s^2/2$: the wells and tops move so as to raise the mean of the two climbs.

\subsection*{(i) A cuprous oxide film}

\textit{Singly charged copper vacancies move through a cuprous oxide film at $350\,\mathrm K$. Let $W=0.80$ eV, $\nu=10^{13}\,\mathrm{s^{-1}}$, $2a=0.30$ nm, $N=8$, $n_0=10^{11}\,\mathrm{cm^{-2}}$ and $n_N=10^9\,\mathrm{cm^{-2}}$. The vacancy energy falls by $0.60$ eV across the film. Find the current and the growth speed if the oxide volume per copper atom is $\Omega=0.020\,\mathrm{nm^3}$.}

\textbf{Solution.} Put $x=0$ at the gas side, where vacancies form, and let $x$ increase towards the metal. A vacancy has $q=-e$. The electric field points towards the gas, so $E<0$ and $qE>0$. It is convenient to define $V$ as the vacancy energy drop divided by $e$; here $V=0.60$ V.

The thickness is $8\times0.30=2.40$ nm and the field has magnitude $0.60/2.40=0.25$ V/nm, or $2.5$ MV/cm. With $k_BT=0.03016$ eV,
\begin{equation}
\gamma=\frac{0.25\times0.15}{0.03016}=1.243,\qquad
R=10^{13}e^{-0.80/0.03016}\,\mathrm{s^{-1}}=30.2\,\mathrm{s^{-1}} .
\end{equation}
The total drop is $2N\gamma=19.9$, and $e^{-19.9}=2.3\times10^{-9}$. The fraction in \eqref{eq:main} is therefore $n_0$ to the accuracy needed here. Using $\sinh\gamma=1.589$,
\begin{equation}
J=2(30.2)(1.589)(10^{11})\,\mathrm{cm^{-2}s^{-1}}
=9.6\times10^{12}\,\mathrm{cm^{-2}s^{-1}} .
\end{equation}
The current density has magnitude $eJ=1.54\,\mu\mathrm{A/cm^2}$. Its direction is towards the gas, opposite to the motion of the negative vacancies and equal to that of the copper ions.

Each vacancy formed at the gas side places one copper ion in new oxide; at the metal a copper atom fills it. The growth speed is hence
\begin{equation}
\frac{dL}{dt}=\Omega J=(0.020\,\mathrm{nm^3})(0.0961\,\mathrm{nm^{-2}s^{-1}})
=1.9\times10^{-3}\,\mathrm{nm/s}.
\end{equation}
At this speed, $0.30$ nm takes about 156 s.

The densities on planes 5 to 8 are $0.999$, $0.993$, $0.918$ and $0.010$ in units of $10^{11}\,\mathrm{cm^{-2}}$. The drop is confined to the metal side, as found in part (d). Backward hops still matter: $J/(Rn_0e^\gamma)=0.917$, so neglecting them would raise the result by about 9\%.

The slowest relaxation rate is $57.7\,\mathrm{s^{-1}}$ and the transit time is $0.083$ s. During one transit the film grows by $1.6\times10^{-4}$ nm, which justifies the use of the steady flux at each thickness.

\subsection*{(j) Dependence on voltage and thickness}

\textit{Vary first $V$ at $L=2.40$ nm, then $N$ at $V=0.60$ V. All other parameters stay fixed. Explain the results.}

\textbf{Solution.} The voltage sweep gives
\begin{center}
\begin{tabular}{rrr}
$V$ (V) & $J$ ($10^{12}\,\mathrm{cm^{-2}s^{-1}}$) & $\sinh\gamma/\gamma$\\
$-0.30$ & $-0.040$ & 1.066\\
$0.00$ & $0.374$ & 1.000\\
$0.10$ & $1.309$ & 1.007\\
$0.30$ & $4.006$ & 1.066\\
$0.60$ & $9.611$ & 1.278
\end{tabular}
\end{center}
By \eqref{eq:equil}, zero current occurs at $V=0.03016\ln(0.01)=-0.139$ V. Between this voltage and zero, vacancies still diffuse towards the metal against the electric force. At $-0.30$ V they move back, but the supply is now the small density $n_N$; this accounts for the small magnitude of that flux. At $0.60$ V the field gives about 26 times the zero-field flux, while the continuum formula is low by a factor of 1.28.

For the thickness sweep the total drop stays at 19.9, and \eqref{eq:sat} gives
\begin{equation}
\frac{dL}{dt}\simeq2\Omega Rn_0\sinh\left(\frac{eVa}{k_BTL}\right).
\label{eq:growth}
\end{equation}
The values are
\begin{center}
\begin{tabular}{rrrr}
$N$ & $L$ (nm) & $\gamma$ & $dL/dt$ ($10^{-3}$ nm/s)\\
4 & 1.2 & 2.487 & 7.22\\
8 & 2.4 & 1.243 & 1.92\\
16 & 4.8 & 0.622 & 0.80\\
32 & 9.6 & 0.311 & 0.38
\end{tabular}
\end{center}
The first doubling of thickness lowers the speed by a factor of 3.8, the last by 2.1. In a thin film $\sinh\gamma\simeq e^\gamma/2$, and the speed depends exponentially on $1/L$. In a thick film $\sinh\gamma\simeq\gamma$, so $L\,dL/dt$ is constant. Integrating from thickness $L_0$ at time zero then gives
\begin{equation}
L^2-L_0^2=\frac{4\Omega Rn_0eVa}{k_BT}\,t ,
\end{equation}
a parabolic law within this model, which neglects space charge.

The uniform field limits the range of this comparison. Gauss's law in Gaussian units gives a field jump $4\pi qn_k/\varepsilon$ at each plane. For $\varepsilon=7$, a calculation including these jumps at $N=8$ gives a rise of $0.17$ MV/cm across the seven interior planes. At $N=32$, with the same $V$ and end densities, the rise is $0.49$ MV/cm, comparable with the mean field of $0.625$ MV/cm. The space charge then lowers the flux by 38\%, against 14\% at $N=16$. The last row is therefore an illustration of \eqref{eq:growth}, not a consistent prediction for these densities. With space charge included, the speed in the thicker films falls faster than $1/L$, so the parabolic law requires smaller defect densities than those used here.

\subsection*{(k) Which neglected effects matter?}

\textit{Estimate the main corrections for the $2.40$ nm film and judge the result for a real film.}

\textbf{Solution.} The average space charge lowers the field at the first barrier to $2.41$ MV/cm and raises it at the last to $2.58$ MV/cm, when $V$ is held fixed. The flux is multiplied by $0.95$. The sinusoidal correction of part (h) has $s=0.030$ and multiplies it by $0.99$. Site blocking is smaller: with one site per area $\Omega/(2a)=0.067\,\mathrm{nm^2}$, the occupation is $7\times10^{-5}$.

Image forces are more serious. The mean lateral distance between vacancies on a plane, $n_0^{-1/2}=32$ nm, is much larger than the film thickness, so the average field does not describe the image of a single vacancy. Let the end planes lie $d=0.30$ nm from the film faces. Keeping one image in each face, the added energy is
\begin{equation}
u(x)=\frac{e^2}{4\varepsilon}\left[
\frac{\varepsilon-1}{\varepsilon+1}\frac1{d+x}
-\frac1{L+d-x}\right].
\end{equation}
The first term is repulsion from the face towards the gas, treated as vacuum; the second is attraction to the metal. The factor $1/4$ combines two factors of one half: an image lies at twice the distance of the vacancy from the face, and its charge is induced. The first barrier falls by $0.044$ eV, which multiplies the forward hop rate over it by $e^{0.044/0.03016}\simeq4.3$. Solving the balance equations with all well and top energies shifted gives a flux 4.6 times larger at the same $n_0$. Summing all multiple images changes this factor to 4.5. It depends strongly on the assumed distance: with one image in each face it is 17 for $d=0.20$ nm and 2.2 for $d=0.45$ nm. Macroscopic electrostatics is also doubtful at $0.30$ nm, so the number shows only that the effect is large. It also shows that the interfacial barriers need not equal those inside.

The field can persist only if electronic charge crosses fast enough to balance the ions. Assume a rough hole barrier $\Phi=0.70$ eV at the metal and the free-electron mass $m$. The density of holes at the barrier is $2(2\pi mk_BT/h^2)^{3/2}e^{-\Phi/k_BT}$, with $h$ the Planck constant. Multiplying by one quarter of their mean speed $\sqrt{8k_BT/\pi m}$ and by $e$ gives the one-way current
\begin{equation}
j_h=\frac{4\pi em(k_BT)^2}{h^3}e^{-\Phi/k_BT}
\simeq1.2\times10^3\,\mathrm{\mu A/cm^2}.
\end{equation}
This estimate assumes that holes cross the film without scattering or trapping. It also omits tunnelling and the image lowering of the barrier, $\sqrt{e^3|E|/\varepsilon}\simeq0.23$ eV at this field, both of which would raise it greatly. At electronic equilibrium the one-way current crosses the barrier in both directions. To cancel the ionic current, holes formed with the vacancies at the gas side must flow into the metal. The net hole current needed is only about $1/800$ of $j_h$, so a slight excess of the one-way current into the metal suffices under these assumptions. Holes gather at the negative gas side. Classically, their density there has the exponent $-(\Phi-eV)/k_BT$ and decays over $k_BT/(e|E|)$; the resulting sheet holds $1.4\times10^{10}\,\mathrm{cm^{-2}}$, 2\% of the interior vacancy charge. The decay length, $0.12$ nm, is far below the thermal wavelength $h/\sqrt{2\pi mk_BT}\simeq4$ nm, so confinement raises the hole energy and makes the true sheet smaller still. The energy $eV$ is 0.30 of a rough gap of $2$ eV. A carrier crossing once cannot gain enough energy from the field to create a pair across that gap, although this does not exclude other forms of breakdown.

Cuprous oxide is a hole conductor in which copper vacancies are important defects, and films a few nanometres thick form on copper. This makes the mechanism relevant, but $W$, $V$ and $n_0$ here are rough model values, not measurements of one film. The geometry is simplified as well. The length $0.30$ nm is the distance between neighbouring copper sites, whereas the (100) and (111) copper planes are $0.21$ and $0.25$ nm apart, with four and three neighbours in the next plane. Counting these hops, each with frequency $\nu$, raises the drift velocity of a vacancy at this field by a factor of about 1.8 to 1.9. The flux is proportional to $n_0$. A change of $0.1$ eV in $W$ changes it by $e^{0.1/0.03016}\simeq28$, and heating from 350 to 360 K doubles it at fixed $V$ and $n_0$. Real films also contain grain boundaries, and their interfaces may react too slowly to fix the end densities; neither effect is included. The calculated growth speed is thus uncertain by more than a factor of ten, even though the sum over the model's barriers is exact.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature 350 K; kT = 0.03016 eV
Barrier W = 0.80 eV; attempt frequency = 1.0e+13 1/s
Plane spacing 2a = 0.30 nm; N = 8; L = 2.40 nm
Driving drop V = 0.60 V; field size = 2.500 MV/cm
Fixed densities n0 = 1.0e+11, nN = 1.0e+09 cm^-2
Oxide volume per Cu = 0.020 nm^3; epsilon = 7.0
Barrier shift qEa = 0.0375 eV; gamma = 1.2433
Total drop 2N gamma = 19.893; exp(-2N gamma) = 2.293e-09
Zero-field hop rate R = 30.235 1/s; sinh(gamma) = 1.5894
Vacancy flux J = 9.6109e+12 cm^-2 s^-1
Ionic current density size = 1.5398 uA/cm2
Growth speed = 1.9222e-03 nm/s; time per 0.30 nm = 156.1 s
J/(R n0 exp(gamma)) = 0.9168
Densities n5 n6 n7 n8 (1e11 cm^-2): 0.9994 0.9931 0.9176 0.0100
Zero-current voltage = -0.1389 V
Voltage sweep at L = 2.40 nm: V (V), J (cm^-2 s^-1), J/J_continuum
  -0.30  -3.9871e+10  1.0657
   0.00   3.7416e+11  1.0000
   0.10   1.3091e+12  1.0072
   0.30   4.0063e+12  1.0657
   0.60   9.6109e+12  1.2783
Thickness sweep at V = 0.60 V: N, L (nm), gamma, speed (nm/s)
   4  1.20  2.4867  7.2189e-03
   8  2.40  1.2433  1.9222e-03
  16  4.80  0.6217  8.0122e-04
  32  9.60  0.3108  3.8200e-04
Slowest relaxation rate = 57.68 1/s; transit = 0.0832 s
Growth during transit = 1.600e-04 nm
Space charge: field from 2.414 to 2.583 MV/cm
Space charge multiplies J by 0.9516
Image model: end planes 0.30 nm from the faces
Image shift of first barrier = -0.0440 eV
Image forces multiply J by 4.571
Sinusoid: s = 0.0298; J multiplied by 0.9880
Site occupation n0*(2a)^2 = 9.00e-05
Mean lateral vacancy distance = 31.6 nm
J at 360 K / J at 350 K = 2.005
Rough hole barrier = 0.70 eV; rough gap = 2.0 eV
Thermionic hole supply = 1.226e+03 uA/cm2
Hole supply / ionic current = 7.960e+02
Hole sheet at gas side = 1.385e+10 cm^-2
Vacancy sheet in interior = 6.910e+11 cm^-2
Driving energy / gap = 0.30
Largest relative flux error in tests = 4.3e-14
\end{verbatim}
